**Reflection amplitude of a quarter-wave multilayer against the number of bilayers**

A lossless stack of N quarter-wave bilayers, with interface amplitude r, reflects with amplitude tanh(2N artanh r), while the single-bounce sum 2Nr reaches one at N = 1/(2r). The program asserts the tanh law against a linear system built from the boundary conditions and, for ten bilayers, against direct integration of the wave equation. It also asserts that half-wave layers cancel, that the leading multiple-bounce correction holds for two bilayers, and that none of 600 random thickness sets beats the in-phase stack. With equal relative extinction κ in both layers, it asserts the recursion and the ceiling amplitude against the same linear system. For r = 0.04 the single-bounce sum reaches one at 12.5 bilayers, where the tanh law gives 0.76. Amplitudes of 0.90, 0.95 and 0.99 need 19, 23 and 34 bilayers. For κ = 0.002 and 0.005 the amplitude saturates at 0.927 and 0.829.

## Numerical check

```python
"""Reflection amplitude of a periodic multilayer mirror at normal incidence.

Result under test: N lossless quarter-wave bilayers (2N interfaces, each of
amplitude magnitude r) reflect with amplitude tanh(2 N artanh r). The
single-bounce sum 2 N r reaches one at N = 1/(2r). No other choice of layer
thicknesses does better. With equal relative extinction kappa in both layers,
index n(1 + i kappa), the amplitude saturates at
    exp(pi kappa/2) (sqrt(1 + u^2) - u),   u = sinh(pi kappa/2)/r.
Symbols: n_high, n_low are the real indices; k = omega/c is the vacuum
wavenumber. Atomic units inside, eV and angstrom in the output.
The reference values come from the boundary conditions of the wave equation,
solved as one linear system, and from direct integration of that equation.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = constants.physical_constants["Bohr radius"][0] * 1e10
LIGHT_SPEED = 1.0 / constants.fine_structure

r = 0.04
photon_energy_ev = 92.0
k = photon_energy_ev / HARTREE_EV / LIGHT_SPEED
wavelength = 2 * np.pi / k
n_high = 1.0


def low_index(amplitude):
    return n_high * (1 - amplitude) / (1 + amplitude)


def solve_boundary_conditions(indices, thicknesses):
    """Reflected amplitude from continuity of E and E' at every interface."""
    count = len(indices) - 1
    matrix = np.zeros((2 * count, 2 * count + 2), dtype=complex)
    for j in range(count):
        depth = 0.0 if j == 0 else thicknesses[j - 1]
        phase = np.exp(1j * k * indices[j] * depth)
        left, right = indices[j], indices[j + 1]
        matrix[2 * j, 2 * j:2 * j + 4] = [phase, 1 / phase, -1, -1]
        matrix[2 * j + 1, 2 * j:2 * j + 4] = [
            left * phase, -left / phase, -right, right]
    # incident amplitude is one; nothing comes back from the exit medium
    return np.linalg.solve(matrix[:, 1:-1], -matrix[:, 0])[0]


def stack(bilayers, amplitude=r, kappa=0.0, waves=0.25, vacuum_front=False):
    """Indices and thicknesses; waves = optical thickness in wavelengths."""
    real = np.array([n_high] + [low_index(amplitude), n_high] * bilayers)
    indices = real * (1 + 1j * kappa)
    if vacuum_front:
        indices[0] = 1.0
    return indices, waves * wavelength / real[1:-1]


def reflect(bilayers, **options):
    return solve_boundary_conditions(*stack(bilayers, **options))


def integrate_wave_equation(indices, thicknesses):
    """March E'' = -(n k)^2 E from the exit side to the front."""
    state = np.array([1.0, 1j * indices[-1]], dtype=complex)
    for index, thickness in zip(indices[1:-1][::-1], thicknesses[::-1]):
        solution = solve_ivp(
            lambda x, y, n=index: np.array([y[1], -n**2 * y[0]]),
            (k * thickness, 0.0), state, method="DOP853",
            rtol=1e-10, atol=1e-12)
        assert solution.success
        state = solution.y[:, -1]
    slope = state[1] / (1j * indices[0])
    return (state[0] - slope) / (state[0] + slope)


def tanh_law(bilayers, amplitude=r):
    return np.tanh(2 * bilayers * np.arctanh(amplitude))


def first_count(target, **options):
    """Smallest bilayer number whose solved amplitude reaches the target."""
    for bilayers in range(1, 101):
        if abs(reflect(bilayers, **options)) >= target:
            return bilayers
    raise AssertionError("target amplitude not reached")


def absorbing_ceiling(kappa):
    u = np.sinh(np.pi * kappa / 2) / r
    return np.exp(np.pi * kappa / 2) * (np.sqrt(1 + u**2) - u)


# Wavelength in atomic units against the SI relation h c / E.
si_wavelength = (constants.h * constants.c
                 / (photon_energy_ev * constants.e) * 1e10)
assert abs(wavelength * BOHR_ANGSTROM / si_wavelength - 1) < 1e-7

# One interface: the solved amplitude equals r, with opposite sign reversed.
n_low = low_index(r)
assert abs(solve_boundary_conditions([n_high, n_low], []) - r) < 1e-12
assert abs(solve_boundary_conditions([n_low, n_high], []) + r) < 1e-12

# One layer of generic thickness and three different indices: bounce series.
n1, n2, n3, test_depth = 1.0, 0.7, 1.6, 0.17 * wavelength
rho12, rho23 = (n1 - n2) / (n1 + n2), (n2 - n3) / (n2 + n3)
transmit_product = 4 * n1 * n2 / (n1 + n2)**2
round_trip = np.exp(2j * k * n2 * test_depth)
bounce_sum = rho12 + sum(
    transmit_product * rho23 * round_trip * (-rho12 * rho23 * round_trip)**m
    for m in range(40))
closed_sum = (rho12 + rho23 * round_trip) / (1 + rho12 * rho23 * round_trip)
solved_layer = solve_boundary_conditions([n1, n2, n3], [test_depth])
assert abs(bounce_sum - solved_layer) < 1e-12
assert abs(closed_sum - solved_layer) < 1e-12

# In-phase law, including the sign, and a direct integration for ten bilayers.
for bilayers in (1, 2, 5, 10, 13, 20, 40):
    assert abs(reflect(bilayers) - tanh_law(bilayers)) < 1e-10
integrated_ten = integrate_wave_equation(*stack(10))
assert abs(integrated_ten - tanh_law(10)) < 1e-7

# Half-wave layers: the interface contributions cancel.
half_wave_amplitude = abs(reflect(20, waves=0.5))
assert half_wave_amplitude < 1e-10

# Multiple bounces: leading deficit; next order is about one percent of it.
deficit_solved = 4 * r - reflect(2).real
deficit_formula = (4**3 - 4) * r**3 / 3
assert abs(deficit_solved / deficit_formula - 1) < 0.03

# No sampled set of layer thicknesses beats the in-phase stack.
random = np.random.default_rng(7)
ten_indices, ten_depths = stack(10)
best_arbitrary = best_perturbed = 0.0
for trial in range(300):
    arbitrary = ten_depths * random.uniform(0.0, 2.0, len(ten_depths))
    perturbed = ten_depths * random.uniform(0.9, 1.1, len(ten_depths))
    best_arbitrary = max(best_arbitrary, abs(
        solve_boundary_conditions(ten_indices, arbitrary)))
    best_perturbed = max(best_perturbed, abs(
        solve_boundary_conditions(ten_indices, perturbed)))
assert max(best_arbitrary, best_perturbed) <= tanh_law(10) + 1e-12

# Bilayer counts: scan of solved stacks against the inverted law.
targets = (0.90, 0.95, 0.99)
counts = {}
for target in targets:
    counts[target] = first_count(target)
    predicted = np.ceil(np.arctanh(target) / (2 * np.arctanh(r)))
    assert counts[target] == predicted

# Absorption: recursion, ceiling, and the effect of a vacuum front medium.
kappas = (0.002, 0.005)
vacuum_shifts = {}
for kappa in kappas:
    g = np.exp(-np.pi * kappa)
    magnitude = r
    for interface in range(2 * 20 - 1):
        magnitude = (r + g * magnitude) / (1 + r * g * magnitude)
    assert abs(reflect(20, kappa=kappa) - magnitude) < 1e-10
    deep_stack = reflect(150, kappa=kappa)
    assert abs(deep_stack - absorbing_ceiling(kappa)) < 1e-8
    deep_vacuum = reflect(150, kappa=kappa, vacuum_front=True)
    vacuum_shifts[kappa] = abs(deep_vacuum - deep_stack)
    assert vacuum_shifts[kappa] < kappa / 2

print(f"interface amplitude r: {r:.2f} (dimensionless)")
print(f"photon energy: {photon_energy_ev:.1f} eV")
print(f"vacuum wavelength: {wavelength * BOHR_ANGSTROM:.2f} angstrom")
print(f"high index: {n_high:.4f}, low index: {n_low:.4f}")
depth_low, depth_high = ten_depths[:2] * BOHR_ANGSTROM
print(f"low-index layer thickness: {depth_low:.2f} angstrom")
print(f"high-index layer thickness: {depth_high:.2f} angstrom")
print(f"bilayer period: {depth_low + depth_high:.2f} angstrom")
print(f"single-bounce amplitude per bilayer 2r: {2 * r:.3f}")
print(f"single-bounce sum is one at N = {1 / (2 * r):.2f} bilayers")
print(f"artanh r: {np.arctanh(r):.6f}")
print(f"tanh law at that N: {tanh_law(1 / (2 * r)):.4f}")
print("lossless: N, single-bounce sum, amplitude, reflectance")
for bilayers in (1, 2, 5, 10, 13, 20, 40):
    value = abs(reflect(bilayers))
    print(f"  {bilayers:3d}  {2 * bilayers * r:.4f}  "
          f"{value:.4f}  {value**2:.4f}")
print(f"N=10 by direct integration: {abs(integrated_ten):.4f}")
print(f"N=2 deficit, solved: {deficit_solved:.6f}")
print(f"N=2 deficit, leading formula: {deficit_formula:.6f}")
for target in targets:
    print(f"bilayers for amplitude {target:.2f}: {counts[target]}")
print(f"N=20 half-wave layers, amplitude below 1e-10: "
      f"{half_wave_amplitude < 1e-10}")
print(f"N=10 best of 300, thickness factor 0 to 2: {best_arbitrary:.4f}")
print(f"N=10 best of 300, factor 0.9 to 1.1: {best_perturbed:.4f}")
print("sensitivity: r, N at unit sum, N for amplitude 0.90")
for other_r in (0.03, 0.05):
    print(f"  {other_r:.2f}  {1 / (2 * other_r):.2f}  "
          f"{first_count(0.90, amplitude=other_r)}")
print(f"extinction scale 2r/pi: {2 * r / np.pi:.4f}")
for kappa in kappas:
    ceiling = absorbing_ceiling(kappa)
    print(f"kappa = {kappa:.3f} (dimensionless)")
    print(f"  u: {np.sinh(np.pi * kappa / 2) / r:.4f}, "
          f"g: {np.exp(-np.pi * kappa):.5f}")
    values = [abs(reflect(n, kappa=kappa)) for n in (10, 20, 40)]
    print("  amplitude at N=10, 20, 40: "
          + ", ".join(f"{value:.4f}" for value in values))
    print(f"  ceiling amplitude: {ceiling:.4f}, "
          f"reflectance: {ceiling**2:.4f}")
    print(f"  bilayers for 95% of ceiling amplitude: "
          f"{first_count(0.95 * ceiling, kappa=kappa)}")
    print(f"  shift of complex amplitude, vacuum front: "
          f"{vacuum_shifts[kappa]:.6f}")
print("tests ok")
```

Printed output:

```
interface amplitude r: 0.04 (dimensionless)
photon energy: 92.0 eV
vacuum wavelength: 134.77 angstrom
high index: 1.0000, low index: 0.9231
low-index layer thickness: 36.50 angstrom
high-index layer thickness: 33.69 angstrom
bilayer period: 70.19 angstrom
single-bounce amplitude per bilayer 2r: 0.080
single-bounce sum is one at N = 12.50 bilayers
artanh r: 0.040021
tanh law at that N: 0.7618
lossless: N, single-bounce sum, amplitude, reflectance
    1  0.0800  0.0799  0.0064
    2  0.1600  0.1587  0.0252
    5  0.4000  0.3801  0.1445
   10  0.8000  0.6643  0.4413
   13  1.0400  0.7781  0.6055
   20  1.6000  0.9218  0.8497
   40  3.2000  0.9967  0.9934
N=10 by direct integration: 0.6643
N=2 deficit, solved: 0.001268
N=2 deficit, leading formula: 0.001280
bilayers for amplitude 0.90: 19
bilayers for amplitude 0.95: 23
bilayers for amplitude 0.99: 34
N=20 half-wave layers, amplitude below 1e-10: True
N=10 best of 300, thickness factor 0 to 2: 0.4181
N=10 best of 300, factor 0.9 to 1.1: 0.6613
sensitivity: r, N at unit sum, N for amplitude 0.90
  0.03  16.67  25
  0.05  10.00  15
extinction scale 2r/pi: 0.0255
kappa = 0.002 (dimensionless)
  u: 0.0785, g: 0.99374
  amplitude at N=10, 20, 40: 0.6327, 0.8604, 0.9247
  ceiling amplitude: 0.9274, reflectance: 0.8602
  bilayers for 95% of ceiling amplitude: 23
  shift of complex amplitude, vacuum front: 0.000140
kappa = 0.005 (dimensionless)
  u: 0.1964, g: 0.98441
  amplitude at N=10, 20, 40: 0.5890, 0.7773, 0.8272
  ceiling amplitude: 0.8292, reflectance: 0.6876
  bilayers for 95% of ceiling amplitude: 22
  shift of complex amplitude, vacuum front: 0.000781
tests ok
```
